# Self-consistent and a posteriori image corrections for a spreading defect orbital

## A charged oscillator in a supercell

Put one electron, charge \(-e\), in the harmonic well \(\tfrac12Kr^2\) at the centre of a cubic cell of edge \(L\), in a medium of permittivity \(\varepsilon=\varepsilon_0\varepsilon_r\). Leave out its repulsion with itself for the moment. A periodic calculation needs a neutralising background of charge density \(+e/L^3\). Near the centre the background's potential obeys \(\nabla^2\phi=-e/(\varepsilon L^3)\), so its isotropic part is \(\phi=-er^2/(6\varepsilon L^3)\), up to a constant. The electron gains the energy

\[
-e\phi=kr^2,\qquad k=\frac{e^2}{6\varepsilon L^3}.
\]

The background therefore squeezes the orbital. The images add a constant and, to this order, nothing else.

Let \(s\) be the variance of the ground-state density along one axis. A Gaussian orbital has kinetic energy \(A/s\), with \(A=3\hbar^2/(8m)\), and well energy \(Bs\), with \(B=3K/2\), because \(\langle r^2\rangle=3s\). The isolated energy \(A/s+Bs\) is least at \(s_0=\sqrt{A/B}\), where it equals \(2\sqrt{AB}\). In the supercell \(B\) becomes \(B+3k=B(1+x)\), with \(x=2k/K\), and the minimum moves to \(s_1=s_0/\sqrt{1+x}\).

An a posteriori correction removes the spurious energy \(3ks_1\) but keeps the squeezed orbital. What remains is \(A/s_1+Bs_1\), which exceeds the isolated energy by

\[
\Delta=\sqrt{AB}\left[\sqrt{1+x}+\frac1{\sqrt{1+x}}-2\right]
=\sqrt{AB}\left(\frac{x^2}{4}-\frac{x^3}{4}+\dots\right).
\]

The terms linear in \(x\) cancel. The spurious energy itself differs between the two orbitals by

\[
3k(s_0-s_1)=\sqrt{AB}\,x\left[1-\frac1{\sqrt{1+x}}\right]
=\sqrt{AB}\left(\frac{x^2}{2}-\frac{3x^3}{8}+\dots\right),
\]

since \(3ks_0=xBs_0=x\sqrt{AB}\). The error \(\Delta\) is half of this to leading order, and slightly less than half at the next. As \(x\propto L^{-3}\), it falls as \(L^{-6}\). A self-consistent correction removes \(kr^2\) before the orbital is found and has no such error.

## Functionals and image energy

Now let the well \(U(\mathbf r)\) be general and restore the self-repulsion. With \(n=|\psi|^2\), \(\int n=1\), define

\[
E_a[\psi]=T[\psi]+\int Un\,d^3r+H_a[n],\qquad
H_a=\frac{e^2}{2}\iint n(\mathbf r)G_a(\mathbf r-\mathbf r')n(\mathbf r')\,d^3r\,d^3r'.
\]

The label \(a\) is "open", with \(G_{\rm open}=1/(4\pi\varepsilon R)\), or "per", with the periodic zero-mean Green function. This is a mean-field model: one electron repels itself through \(H_a\). The term stands for self-interaction that an approximate density functional may leave, and all schemes below keep it.

The two Green functions obey, within the cell of separations \(|\mathbf R|<L\),

\[
\nabla^2G_{\rm open}=-\frac{\delta(\mathbf R)}{\varepsilon},\qquad
\nabla^2G_{\rm per}=-\frac1\varepsilon\left[\delta(\mathbf R)-\frac1{L^3}\right].
\]

Their difference \(D=G_{\rm per}-G_{\rm open}\) is smooth there and has \(\nabla^2D=1/(\varepsilon L^3)\). Cubic symmetry forbids linear terms and makes the quadratic term isotropic:

\[
D(\mathbf R)=-\frac{\alpha}{4\pi\varepsilon L}+\frac{R^2}{6\varepsilon L^3}+h(\mathbf R),
\]

where \(h\) is harmonic and starts at fourth order.

The constant \(\alpha\) follows from an Ewald sum. Take \(L=1\) and \(4\pi\varepsilon=1\), and split \(1/R\) into \(\operatorname{erfc}(\eta R)/R\) and \(\operatorname{erf}(\eta R)/R\). The first part is summed over the images, and its mean, \(\int\operatorname{erfc}(\eta R)/R\,d^3R=\pi/\eta^2\), is subtracted. The second is summed over reciprocal vectors without \(\mathbf G=0\). The charge's own smooth part, \(2\eta/\sqrt\pi\) at the origin, is removed:

\[
-\alpha=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}
-\frac{\pi}{\eta^2}-\frac{2\eta}{\sqrt\pi}.
\]

Numerically \(\alpha=2.837297\).

Define the image correction \(C[n]=H_{\rm open}-H_{\rm per}\). For a density centred at the origin, \(\iint nn'|\mathbf r-\mathbf r'|^2=2\langle r^2\rangle\), because the cross term vanishes. Hence

\[
C[n]\simeq\frac{\alpha e^2}{8\pi\varepsilon L}-k\langle r^2\rangle .
\]

For a spherical density of radius below \(L/2\) this is exact: averaging \(h\) over spherical shells returns \(h(0)=0\). The first term is the point-charge correction. The second reduces it as the orbital spreads.

## The two schemes

The a posteriori scheme minimises \(E_{\rm per}\), obtains \(\psi_{\rm p}\) with density \(n_{\rm p}\), and adds \(C\) once:

\[
E_{\rm post}=E_{\rm per}[\psi_{\rm p}]+C[n_{\rm p}]=E_{\rm open}[\psi_{\rm p}].
\]

The self-consistent potential correction (SCPC) minimises \(E_{\rm per}+C\). Let \(v_a(\mathbf r)=e^2\int G_a(\mathbf r-\mathbf r')n(\mathbf r')d^3r'\) be the electron's potential energy. As \(G_a\) is symmetric, the two variations in \(H_a\) are equal and cancel its factor \(\tfrac12\), so \(\delta H_a=\int v_a\,\delta n\). Minimising at fixed norm gives

\[
\left[-\frac{\hbar^2}{2m}\nabla^2+U+v_{\rm per}+v_{\rm cor}\right]\psi=\mathcal E\psi,
\qquad v_{\rm cor}=v_{\rm open}-v_{\rm per}.
\]

Subtracting the Poisson equations gives \(\nabla^2v_{\rm cor}=-e^2/(\varepsilon L^3)=-6k\). To quadratic order \(v_{\rm cor}\) is an inverted parabola that undoes the squeezing.

In a density-functional supercell \(n\) is replaced by the difference between the charged and neutral densities, and the host potential must be aligned. Here the host zero is known and no alignment arises. A surface or layer would also need a position-dependent permittivity, which this implementation lacks.

## Algorithm on a grid

The cell has \(N^3\) points, offset by half a spacing so that the grid is symmetric about the defect.

1. From the current density find \(v_{\rm per}\) by Fourier transform: \(v_{\rm per}(\mathbf G)=e^2n(\mathbf G)/(\varepsilon G^2)\), with \(v_{\rm per}(0)=0\).
2. Find \(v_{\rm open}\) by convolution with \(1/R\) cut off at \(R_c=1.8L\), beyond the cell diagonal \(\sqrt3L\). The cut kernel has the transform
\[
\int_{R<R_c}\frac{e^{-i\mathbf k\cdot\mathbf R}}R\,d^3R
=\frac{4\pi}{k}\int_0^{R_c}\sin kR\,dR=\frac{4\pi}{k^2}(1-\cos kR_c),
\]
with limit \(2\pi R_c^2\) at \(k=0\). It is brought to real space in a box of edge \(4L\). Its images there approach no closer than \(4L-1.8L=2.2L\) along an axis, while separations in the cell have components below \(L\). The density is padded with zeros to edge \(2L\), so the convolution does not wrap.
3. Form \(U+v_{\rm per}+v_{\rm cor}\); for the periodic scheme omit \(v_{\rm cor}\).
4. Improve \(\psi\) by three steps. Each diagonalises the Hamiltonian in the space of \(\psi\), the previous step and the residual divided by kinetic energy plus 0.5 eV.
5. Move the density 40% of the way to \(|\psi|^2\) and repeat, until the summed absolute change of probability is below \(10^{-9}\).

The SCPC orbital minimises \(E_{\rm open}\), so an orbital error \(\delta\psi\) changes its energy only at order \(\delta\psi^2\). The a posteriori orbital is not at that minimum, and its \(E_{\rm open}\) has an error of first order. Since \(\psi_{\rm p}\) is stationary for \(E_{\rm per}\), this error is \(\int v_{\rm cor}\,\delta n\), from which a constant in \(v_{\rm cor}\) drops out. With the density converged to about \(10^{-9}\) and \(v_{\rm cor}\) varying by less than 0.1 eV across the cells for which such differences are given, it is below \(10^{-10}\) eV, well below the differences sought. Both schemes use the same grid, so they are compared within one discrete model.

## Error of the a posteriori scheme

Call the SCPC minimiser \(\psi_{\rm s}\), with density \(n_{\rm s}\). It minimises \(E_{\rm open}\) on the given cell and boundary conditions, so \(E_{\rm post}=E_{\rm open}[\psi_{\rm p}]\ge E_{\rm SCPC}\). Conversely, \(\psi_{\rm s}\) is a trial orbital for the periodic functional:

\[
E_{\rm per}[\psi_{\rm p}]\le E_{\rm per}[\psi_{\rm s}]=E_{\rm SCPC}-C[n_{\rm s}].
\]

Adding \(C[n_{\rm p}]\) to both sides gives

\[
0\le E_{\rm post}-E_{\rm SCPC}\le C[n_{\rm p}]-C[n_{\rm s}].
\]

To find the value within this range, minimise \(E_\lambda=E_{\rm open}-\lambda C\), which runs from SCPC at \(\lambda=0\) to the periodic problem at \(\lambda=1\). Let \(n_\lambda\) be the minimising density. Stationarity along the path means \(dE_{\rm open}[n_\lambda]/d\lambda=\lambda\,dC[n_\lambda]/d\lambda\), so

\[
E_{\rm post}-E_{\rm SCPC}=\int_0^1\lambda\,\frac{dC[n_\lambda]}{d\lambda}\,d\lambda .
\]

For weak response the derivative is constant and the integral is half the upper bound. In the parabolic approximation \(\langle r^2\rangle_\lambda=\langle r^2\rangle_0-\lambda k\chi\), where \(\chi\) measures the softness of the orbital. Then \(dC/d\lambda=k^2\chi\) and

\[
E_{\rm post}-E_{\rm SCPC}\simeq\tfrac12\chi k^2\propto L^{-6}.
\]

For the oscillator \(s_1\simeq s_0(1-k/K)\), so \(\chi=3s_0/K\). The result \(3s_0k^2/(2K)\) equals the earlier \(\sqrt{AB}\,x^2/4\).

The level behaves differently. Taking the expectation value of the orbital equation gives \(\mathcal E=T+\int Un+2H_{\rm open}\). The a posteriori level is the same expression evaluated with \(\psi_{\rm p}\), hence

\[
\mathcal E_{\rm post}-\mathcal E_{\rm SCPC}
=E_{\rm post}-E_{\rm SCPC}+H_{\rm open}[n_{\rm p}]-H_{\rm open}[n_{\rm s}].
\]

The change of \(H_{\rm open}\) is of first order in \(k\) and falls as \(L^{-3}\). A squeezed orbital repels itself more, so the a posteriori level lies above the SCPC level.

## A silicon-like example

Take \(\varepsilon_r=12\), lattice constant 0.543 nm and a cell of \(6\times6\times6\) conventional cells, so that \(L=3.258\) nm, as for 1728 atoms. The well is \(U=-U_0e^{-r^2/2w^2}\) with \(w=0.5\) nm, the mass is the free-electron mass, and \(N=24\). With \(e^2/(4\pi\varepsilon_0)=1.440\) eV nm,

\[
\frac{\alpha e^2}{8\pi\varepsilon L}=\frac{2.8373\times1.440}{2\times12\times3.258}\ {\rm eV}=52.25\ {\rm meV},
\]
\[
k=\frac{4\pi\times1.440}{6\times12\times3.258^3}\ \frac{\rm eV}{{\rm nm}^2}=7.27\ {\rm meV/nm^2}.
\]

At fixed cell and well width, lowering \(U_0\) spreads the orbital. The root-mean-square (RMS) radius below is that of the periodic orbital; \(\Delta\) is now \(E_{\rm post}-E_{\rm SCPC}\). The discretisation leaves an uncertainty of about 1% in \(\Delta\) and its bound.

| \(U_0\) (eV) | RMS (nm) | \(C[n_{\rm p}]\) (meV) | \(\Delta\) (µeV) | bound (µeV) |
|---|---|---|---|---|
| 2.0 | 0.472 | 50.63 | 2.56 | 5.13 |
| 1.4 | 0.549 | 50.06 | 8.53 | 17.2 |
| 1.1 | 0.625 | 49.42 | 24.7 | 50.3 |
| 0.9 | 0.717 | 48.54 | 66.2 | 136 |
| 0.8 | 0.789 | 47.79 | 114 | 236 |

For the deepest well \(k\langle r^2\rangle=7.27\times0.472^2=1.62\) meV, and \(52.25-1.62=50.63\) meV agrees with the grid. For the shallowest the moment formula gives 47.72 meV, 0.06 meV below the grid value. A bare point-charge correction would be too large by 1.6 to 4.5 meV, far more than \(\Delta\).

The spreading raises \(\Delta\) by a factor of 45, yet it remains at most 0.24% of \(C\). The ratio of \(\Delta\) to its bound falls from 0.499 to 0.485. The oscillator shows the same sign of departure from one half: squeezing stiffens the orbital, so the response is largest at small \(\lambda\), where its weight in the integral is least.

Levels show the first-order effect. For \(U_0=2.0\) eV they are \(-722.71\) meV a posteriori and \(-722.89\) meV with SCPC; for 0.8 eV they are \(-50.84\) and \(-52.63\) meV, with a discretisation uncertainty of about 0.01 meV. The differences, 0.17 and 1.8 meV, exceed those in the total energy by more than a factor of ten. This does not make the SCPC level the closer one to an isolated defect. For the wells of 1.4 eV and shallower, the overlap of orbital tails, treated next, puts both levels below the isolated one, and the a posteriori level is then the closer.

## Tail overlap

An isolated reference comes from the same model solved radially, by finite differences with step 0.0025 nm out to 12 nm. Adding \(kr^2\) to it, and then evaluating \(E_{\rm open}\) without that term, predicts \(\Delta\) with no supercell. For the 2.0 eV well in a cell of 8 lattice constants the prediction is 0.4487 µeV and the supercell gives 0.4493 µeV. At 10 lattice constants the supercell gives 0.1179 µeV, so the power is

\[
\frac{\ln(0.4493/0.1179)}{\ln(10/8)}=6.00 .
\]

The level difference drops from 72.7 to 37.1 µeV, a power of 3.01.

In the 6-cell supercell the prediction is less good: for \(U_0=1.4\) eV it is 7.60 µeV against 8.53 µeV, and for 1.1 and 0.9 eV the supercell value exceeds the prediction by about 26% of the prediction. The cause is the overlap of tails, which no Coulomb correction removes. To leading order in a tight-binding picture, a hopping energy \(t\) to six neighbours adds \(6t\) at \(\Gamma\) and \(-6t\) at the zone corner, where the orbital changes sign from cell to cell. Since \(t\) depends on \(k\), the response to the parabola shifts oppositely at the two points. With that boundary condition alone changed, \(\Delta\) becomes 6.51 µeV. The mean of the two values, 7.52 µeV, lies within about 1% of the isolated prediction. In shallower wells the overlap is too strong for this simple average: at 0.9 eV the mean is about a fifth too low.

The energies show the same pattern. At the zone corner an even orbital vanishes on the cell faces. Continued by zero, it is a trial orbital for the isolated defect, so in the continuum its SCPC energy is an upper bound. At \(\Gamma\) the orbital has zero slope on the faces; the SCPC energy there lies below the isolated one in all five cases.

| \(U_0\) (eV) | SCPC, \(\Gamma\) (meV) | isolated (meV) | SCPC, corner (meV) |
|---|---|---|---|
| 2.0 | −848.98 | −848.96 | −848.94 |
| 1.4 | −458.29 | −458.06 | −457.83 |
| 1.1 | −282.52 | −281.55 | −280.63 |
| 0.9 | −177.61 | −174.93 | −172.46 |
| 0.8 | −130.72 | −126.26 | −122.11 |

At \(U_0=0.8\) eV SCPC at \(\Gamma\) is 4.46 meV too low, about 40 times \(\Delta\). Each cell here contains only its own well; adding the tails of the neighbouring wells would lower this energy by a further 0.03 meV. The a posteriori energy, \(-130.60\) meV, is slightly closer to the isolated value, because the squeezing it retains partly offsets the overlap. This is a cancellation of errors, not a merit of the method. At the zone corner SCPC is the closer of the two, since there \(E_{\rm iso}\le E_{\rm SCPC}\le E_{\rm post}\).

The hopping argument suggests averaging the two SCPC energies. For 0.8 eV the mean is \(-126.41\) meV, which reduces the error from 4.46 to 0.16 meV. Second neighbours have the same sign at both points and do not cancel, so the average is not exact either. In small cells it also depends on the neighbouring wells: for this well at 4 lattice constants the mean is 1.4 meV too high when each cell contains only its own well, but 4.7 meV too low when the tails of the neighbouring wells are added.

## Where the correction matters in practice

The permittivity and lattice constant are rough silicon values. The mass is a round choice, since a deep level draws on several bands and has no single effective mass. The computed levels, 0.05 to 0.72 eV below the model's host zero, would fit within silicon's gap of roughly 1.1 eV, but they represent no particular defect. With a mass of \(0.3m_e\) in the 2.0 eV well, the isolated RMS radius becomes 0.83 nm and the radial prediction of \(\Delta\) rises from 2.5 to 69 µeV.

Real screening weakens at short distance. To size its effect on the image correction, use the interpolation

\[
\varepsilon_r(q)=1+\left[\frac1{\varepsilon_r-1}+\frac{q^2}{q_{\rm s}^2}\right]^{-1},\qquad
\frac1{\varepsilon_r(q)}\simeq\frac1{\varepsilon_r}+\left(\frac{\varepsilon_r-1}{\varepsilon_r}\right)^2\frac{q^2}{q_{\rm s}^2}.
\]

The free-electron estimate for silicon's 32 valence electrons per conventional cell is \(q_{\rm s}=20.9\) nm\(^{-1}\). In reciprocal space \(H_{\rm per}\) is a sum without \(\mathbf G=0\) and \(H_{\rm open}\) an integral. For the smooth extra term the full sum equals the integral up to negligible terms, so \(C\) grows by the missing \(\mathbf G=0\) term:

\[
\delta C=\frac{e^2}{2\varepsilon_0L^3}\left(\frac{\varepsilon_r-1}{\varepsilon_rq_{\rm s}}\right)^2=0.5\ {\rm meV}.
\]

This exceeds every \(\Delta\) in the first table. At fixed density the same interpolation also raises the self-repulsion of the deepest well's orbital by about 20 meV; that change is present in an isolated defect too and is not an image error. The retained self-repulsion, 126 meV for the deepest well and 82 meV for the shallowest, is larger still, and thermal energy at 300 K is 26 meV. Lattice relaxation is not included. For total energies in this model, then, a density-based a posteriori correction suffices, and effort is better spent on tail overlap, screening and self-interaction.

Weaker screening enlarges the squeezing error, but it also spreads the orbital and so increases the overlap of tails. Which scheme comes closer to the isolated defect then depends on the well. With \(\varepsilon_r=4\) and the 2.0 eV well in the same 6-cell supercell, \(\Delta\) is 45 µeV instead of 2.6 µeV. The factor \(k^2\) accounts for 9 of the ratio of about 18. The radial prediction, which is free of overlap, rises from 2.5 to 42 µeV, a factor of 17, so nearly all the rest belongs to a softer orbital. The level difference is then 2.1 meV: the SCPC level lies 0.5 meV below the isolated one and the a posteriori level 1.6 meV above it. In the total energy overlap still outweighs \(\Delta\), and SCPC is 0.13 meV too low against 0.08 meV for the a posteriori scheme. In a 1.7 eV well at this permittivity the two levels are already about equally far from the isolated one, 1.6 meV on either side. At \(\Gamma\) squeezing raises the level and overlap lowers it, so SCPC gives the closer level only if the overlap error is less than half the squeezing error. Within this bulk model of uniform permittivity, the self-consistent correction is thus of most use when the level is wanted, the host screens weakly, and the overlap of tails is that small; surfaces and layers are not covered by this conclusion. The size of the orbital can need a still smaller overlap: in the 1.7 eV well its RMS radius is 4.6 pm too large with SCPC and 3.3 pm too small a posteriori.
